# The Gel Point of Randomly Cross-Linked Chains, Derived in Two Ways

## Definitions and conventions

A negative-tone resist film consists of linear polymer chains, the primary chains, which exposure joins by cross-links. The developer dissolves finite molecules, the sol. It cannot dissolve a molecule that extends through the whole sample, the gel. The gel point is the degree of cross-linking beyond which a gel exists.

Let $x_n$ be the fraction of primary chains that have $n$ units. All units have equal mass. The number-average chain length is

$$P_{\rm n}=\sum_n n\,x_n .$$

A unit picked at random lies on a chain of length $n$ with probability

$$w_n=\frac{n\,x_n}{P_{\rm n}},$$

which is also the weight fraction of such chains. The weight-average chain length is

$$P_{\rm w}=\sum_n n\,w_n=\frac{\sum_n n^2x_n}{P_{\rm n}}=P_{\rm n}+\frac{\sigma^2}{P_{\rm n}},$$

where $\sigma^2=\sum_n n^2x_n-P_{\rm n}^2$ is the variance of the chain length. Thus $P_{\rm w}\ge P_{\rm n}$, with equality for uniform chains.

Each unit is linked with probability $\alpha$, where $0<\alpha<1$, independently of all others. The linked units are then joined in random pairs. One cross-link therefore uses two linked units, and there are $\alpha P_{\rm n}/2$ cross-links per primary chain. The sample is infinitely large, and $P_{\rm w}$ is finite and greater than 2.

Finite clusters are taken to be free of loops. Random pairing justifies this in a large sample: the partner of a linked unit is drawn from all linked units, and the share of these that belongs to one given finite cluster tends to zero as the sample grows.

The result to be derived is

$$\boxed{\alpha_{\rm c}\,(P_{\rm w}-1)=1 .}$$

The number of linked units per weight-average chain at the gel point is then

$$\alpha_{\rm c}P_{\rm w}=\alpha_{\rm c}(P_{\rm w}-1)+\alpha_{\rm c}=1+\alpha_{\rm c}.$$

It approaches one for long chains, because $\alpha_{\rm c}=1/(P_{\rm w}-1)$ is then small. The statement that gelation begins at one cross-linked unit per weight-average chain is this long-chain form. It counts linked units. If each cross-link is shared equally between the two units it joins, the corresponding number of cross-links is one half.

## Where a cross-link leads

Both derivations need the mean number of new links found on a chain that has been entered through a link.

The partner of a linked unit is a random linked unit. Since linking does not depend on chain length, the partner is equivalent to a random unit, and it lies on a chain of length $n$ with probability $w_n$, not $x_n$. Long chains are entered more often because they offer more units. This is how the weight average comes in.

The entry unit has already spent its link. Each of the other $n-1$ units is linked with probability $\alpha$. The mean number of onward links is therefore

$$c=\sum_n w_n\,\alpha(n-1)=\alpha(P_{\rm w}-1).$$

The same number follows from counting linked units. Let a chain carry $k$ of them, and let angle brackets denote the average over chains. A random linked unit lies on a chain with $k$ linked units with a probability proportional to $k$, and $k-1$ links then lead onward, so

$$c=\frac{\langle k(k-1)\rangle}{\langle k\rangle}.$$

For independent linking, $\langle k\rangle=\alpha P_{\rm n}$. The quantity $k(k-1)$ counts ordered pairs of different linked units. A chain of length $n$ has $n(n-1)$ ordered pairs of units, each pair fully linked with probability $\alpha^2$. Hence

$$c=\frac{\alpha^2\sum_n n(n-1)x_n}{\alpha P_{\rm n}}=\alpha\left(\frac{\sum_n n^2x_n}{P_{\rm n}}-1\right)=\alpha(P_{\rm w}-1).$$

## First derivation: the mean cluster size diverges

Start below the gel point and follow one link outward. The first chain entered has $P_{\rm w}$ units on average and $c$ onward links. The length of the next chain is independent of the present one, so the mean number of chains in successive generations is $1,c,c^2,\dots$, each with $P_{\rm w}$ units on average. The mean number of units reached through one link is

$$T=P_{\rm w}\,(1+c+c^2+\cdots)=\frac{P_{\rm w}}{1-c}\qquad(c<1).$$

For $c\ge1$ the series diverges.

The weight-average cluster size $M_{\rm w}$ is the mean size of the cluster that contains a randomly chosen unit. The chain of that unit has $P_{\rm w}$ units on average. It was not entered through a link, so all its units may carry links, on average $\alpha P_{\rm w}$ of them. Each link contributes $T$:

$$M_{\rm w}=P_{\rm w}+\alpha P_{\rm w}T
=P_{\rm w}\,\frac{1-c+\alpha P_{\rm w}}{1-c}.$$

With $c=\alpha P_{\rm w}-\alpha$ the numerator becomes $1-\alpha P_{\rm w}+\alpha+\alpha P_{\rm w}=1+\alpha$, so that

$$M_{\rm w}=\frac{P_{\rm w}(1+\alpha)}{1-\alpha(P_{\rm w}-1)} .$$

This diverges when $\alpha(P_{\rm w}-1)$ rises to one, which is the stated condition.

Two simple cases confirm the factors. For single units, $P_{\rm w}=1$ and $M_{\rm w}=1+\alpha$. This is right, because a fraction $\alpha$ of the units sits in pairs and the rest are alone: $2\alpha+(1-\alpha)=1+\alpha$. For chains of two units, $M_{\rm w}=2(1+\alpha)/(1-\alpha)$, which stays finite for every $\alpha<1$. Such chains can join only end to end and form no gel, which is why $P_{\rm w}>2$ was required.

The number-average cluster size behaves differently. Up to the gel point, where loops are absent, every cross-link turns two molecules into one; beyond it the gel contains loops and the following count no longer holds. Per primary chain, $1-\alpha P_{\rm n}/2$ molecules remain, and their mean size is

$$M_{\rm n}=\frac{P_{\rm n}}{1-\alpha P_{\rm n}/2}.$$

At the gel point $\alpha_{\rm c}P_{\rm n}/2=P_{\rm n}/[2(P_{\rm w}-1)]$. Since $P_{\rm n}\le P_{\rm w}$ and $P_{\rm w}<2(P_{\rm w}-1)$ for $P_{\rm w}>2$, this is below one, and $M_{\rm n}$ is finite. Most molecules can still be small when the weight average diverges.

## Second derivation: a link may lead on forever

The second route asks for a probability instead of a mean. Let $u$ be the probability that a link leads to a finite branch. After the link has entered a chain of length $n$, the branch is finite if each of the other $n-1$ units is either unlinked, with probability $1-\alpha$, or linked to a finite branch, with probability $\alpha u$. Averaging over the chain entered gives

$$u=F(u),\qquad F(u)=\sum_n w_n z^{\,n-1},\qquad z=1-\alpha+\alpha u .$$

The value $u=1$ is always a root, because then $z=1$ and $\sum_n w_n=1$. If there are several roots, the smallest is the physical one. To see this, let $u_j$ be the probability that the branch ends within $j$ generations of chains. Then $u_0=0$ and $u_{j+1}=F(u_j)$. The function $F$ increases with $u$, so if $u_j$ does not exceed a root $r$, then $u_{j+1}=F(u_j)\le F(r)=r$. The rising sequence $u_j$ thus stays below every root and converges to the smallest.

The derivatives of $F$ are

$$F'(u)=\alpha\sum_n w_n(n-1)z^{\,n-2},\qquad
F''(u)=\alpha^2\sum_n w_n(n-1)(n-2)z^{\,n-3}.$$

At $u=1$ the first gives $F'(1)=\alpha(P_{\rm w}-1)=c$. The second is positive, since $P_{\rm w}>2$ requires some chains with $n\ge3$. The function $h(u)=F(u)-u$ is therefore strictly convex, with $h(0)>0$, $h(1)=0$ and $h'(1)=c-1$.

- If $c\le1$, a strictly convex function lies above its tangent at $u=1$, so $h(u)>(1-c)(1-u)\ge0$ for $u<1$. There is no root below one, and every branch is finite with probability one.
- If $c>1$, $h$ has a positive slope at $u=1$ and is negative just below it. Since $h(0)>0$, there is a root between 0 and 1, and some links lead to infinite branches.

Gelation therefore begins at $c=1$, the condition found before. At $c=1$ itself the gel fraction is still zero.

This route also gives the amount of gel. A random unit on a chain of length $n$ belongs to the sol if none of the $n$ units of its chain leads to an infinite branch, which has probability $z^n$. The sol fraction is $\sum_n w_nz^n=zF(u)=zu$. With $\delta=1-u$ and $z=1-\alpha\delta$, the gel fraction is

$$g=1-(1-\delta)(1-\alpha\delta)=(1+\alpha)\delta-\alpha\delta^2 .$$

### The onset

Let $m_2=\sum_n w_n(n-1)(n-2)$ be finite. Just above the gel point $\delta$ is small, and $u=F(u)$ reads to second order

$$1-\delta=1-c\,\delta+\tfrac12\alpha^2m_2\,\delta^2 .$$

Subtracting $1-\delta$ from both sides and dividing by $\delta\neq0$ gives $\delta=2(c-1)/(\alpha^2m_2)$. To leading order in $c-1$,

$$g\simeq\frac{2(1+\alpha_{\rm c})}{\alpha_{\rm c}^2\,m_2}\,(c-1).$$

The gel fraction grows continuously from zero. The position of the onset depends on $P_{\rm w}$ alone, whereas its slope also depends on $m_2$.

### Chains of four units

For uniform chains with $n=4$ the condition is $u=z^3$. Inserting $u=(z-1+\alpha)/\alpha$ gives

$$\alpha z^3-z+1-\alpha=(z-1)\left[\alpha z^2+\alpha z-(1-\alpha)\right]=0 .$$

The bracket vanishes at $z=1$ when $3\alpha=1$, so $\alpha_{\rm c}=1/3=1/(P_{\rm w}-1)$. The long-chain form $\alpha P_{\rm w}=1$ would give $1/4$, which is too low by a quarter of the true value. At $\alpha=0.40$ the bracket gives $z^2+z-1.5=0$, so $z=(\sqrt7-1)/2$ and $g=1-z^4=0.542$.

### The most probable distribution

Let $x_n=(1-p)p^{n-1}$. Then $P_{\rm n}=1/(1-p)$ and $P_{\rm w}=(1+p)/(1-p)=2P_{\rm n}-1$, so $c=2\alpha p/(1-p)$. With $w_n=n(1-p)^2p^{n-1}$ and $\sum_n n y^{n-1}=(1-y)^{-2}$ for $y=pz$,

$$F(u)=\left(\frac{1-p}{1-pz}\right)^2=\frac{1}{(1+a\delta)^2},\qquad a=\frac c2,$$

because $1-pz=1-p+p\alpha\delta=(1-p)(1+a\delta)$. The equation $(1-\delta)(1+a\delta)^2=1$, multiplied out and divided by $\delta$, becomes

$$a^2\delta^2+(2a-a^2)\delta-(2a-1)=0 .$$

Its discriminant is $a^2(2-a)^2+4a^2(2a-1)=a^2(a^2+4a)$, and the positive root is

$$\delta=\frac{a-2+\sqrt{a^2+4a}}{2a}.$$

It vanishes at $a=1/2$, that is, at $c=1$.

## What each derivation assumes

Both derivations rest on independent linking, random pairing and the absence of loops in finite clusters. They share the number $c$, so neither can correct an error in it. They differ in what else they need and in what they establish.

The first uses mean values only. It needs $P_{\rm w}$ but no other detail of the distribution, and it applies below the gel point. What it shows is that a mean diverges. A diverging mean does not by itself prove that an infinite molecule exists, and the formula says nothing about the state beyond the divergence.

The second needs the whole distribution $w_n$ to find $u$, although the threshold again involves $P_{\rm w}$ alone. It shows that infinite branches appear for $c>1$ and for no smaller value. It also takes one further step: a unit with an infinite branch is counted as part of the gel. Above the gel point the absence of loops is assumed for the sol only. The gel does contain loops, which form where infinite branches meet, but $u$ depends only on whether a branch ends.

The shared assumptions can fail in a real film. Suppose that a fraction $\varphi$ of the linked units is wasted on links within their own molecules. Such units come in pairs, but as an approximation let each linked unit be wasted independently with probability $\varphi$. The number of onward links then falls to $(1-\varphi)\alpha(P_{\rm w}-1)$, and the gel point rises to $\alpha_{\rm c}=1/[(1-\varphi)(P_{\rm w}-1)]$. This can underestimate the rise, because wasted pairs lie preferentially on chains with many linked units, which supply most of the onward links. If every pair of linked units on a chain is equally likely to be wasted, the relative rise for long uniform chains is about $2\varphi$ for small $\varphi$, instead of $\varphi$. If linked units are unevenly distributed among the chains, $\alpha(P_{\rm w}-1)$ must be replaced by $\langle k(k-1)\rangle/\langle k\rangle$, provided that the pairing is still random. If exposure also cuts chains, $P_{\rm w}$ itself changes with dose. Finally, partners in a film are spatial neighbours, not random units from the whole sample. Loops that run through several chains then persist however large the sample is, and they raise the gel point beyond the estimates in $\varphi$, the more so the fewer chains share a given volume. The linear onset of the gel fraction and its slope are likewise results of random pairing and need not hold close to the gel point of a film of short chains.

## Two model resists

Take two resists with $P_{\rm n}=50$. One has uniform chains, $P_{\rm w}=50$. The other has the most probable distribution, $P_{\rm w}=2\times50-1=99$. Exposure to a dose $D$ links a fraction $\alpha=\kappa D$ of the units, with $\kappa=0.001$ per mJ/cm². The linear law is meant for small $\alpha$. The developer is assumed to remove all sol and no gel, so $g$ is the fraction of polymer retained.

The gel doses are

$$D_{\rm c}=\frac{1}{0.001\times49}=20.4\ \text{mJ/cm}^2,\qquad
D_{\rm c}=\frac{1}{0.001\times98}=10.2\ \text{mJ/cm}^2$$

for uniform and most probable chains. The same number-average length thus allows gel doses that differ by a factor of two. Per number-average chain, the linked units at the gel point are 1.02 and 0.51, so no common criterion can be stated in terms of $P_{\rm n}$.

At 5 mJ/cm² both resists are still soluble, with weight-average cluster sizes of

$$\frac{50\times1.005}{1-0.245}=66.6,\qquad \frac{99\times1.005}{1-0.490}=195.1$$

units. At their gel points the number averages are only 102.1 and 67.1 units.

At 15 mJ/cm² the uniform resist washes away. For the other, $c=0.015\times98=1.47$ and $a=0.735$, which gives $\delta=0.4085$ and

$$g=1.015\times0.4085-0.015\times0.4085^2=0.412 .$$

For the uniform chains $u=F(u)$ was solved numerically by a bracketing root search. The retained fractions are:

| Dose (mJ/cm²) | Uniform | Most probable |
|---|---|---|
| 12 | 0 | 0.198 |
| 15 | 0 | 0.412 |
| 20 | 0 | 0.611 |
| 25 | 0.355 | 0.721 |
| 30 | 0.579 | 0.789 |
| 40 | 0.801 | 0.866 |

The broad distribution retains more polymer at each of these doses, but above about 53 mJ/cm² the order reverses. The comparison also changes when each dose is measured against its own gel dose. The uniform resist at 30 mJ/cm² and the other at 15 mJ/cm² both have $c=1.47$, and they retain 0.579 and 0.412. The initial slopes $dg/dc$ are 2.083 and 1.347. Since $c=D/D_{\rm c}$, these are also the slopes against $\ln D$ at the gel point, so in this model the uniform resist has the sharper onset on a logarithmic dose scale. Per unit of dose the order is reversed: $2.083/20.41=0.102$ against $1.347/10.20=0.132$ per mJ/cm².

A simulation shows how the infinite-sample theory carries over to a finite sample. Linked units on 400,000 chains were paired at random, with loops allowed, and the connected clusters were identified; the values are means of three runs. At the gel point only two or three links per run closed a loop in either resist, about $2\times10^{-5}$ of all links. This share depends on the sample size and falls as the sample grows; for 10,000 uniform chains it is about $4\times10^{-4}$. At 15 mJ/cm² the largest cluster held 0.411 of the polymer for the most probable distribution and less than 0.001 for uniform chains. For four-unit chains at $\alpha=0.29$, between the long-chain estimate and the true gel point, it held 0.001. At $\alpha=0.40$ it held 0.536, against 0.542 from theory; single runs of this size scatter by about 0.003, and a mean over twelve runs gives 0.540.

The gel dose marks where insoluble material first appears. It does not say whether a developed line will stand. Swelling, incomplete extraction of the sol, and the stiffness and adhesion that resist pattern collapse lie outside this model.
